# An isolated hole breaks the van der Pauw relation

A uniform square sheet with point contacts at its four corners and an insulating square hole in the middle, 0.4 of the sheet's side in width, violates the van der Pauw relation. The relation requires two exponentials to add up to 1; here they add up to 0.45. Solving the relation for the sheet resistance gives 2.15 times the true value, although the film is uniform, the contacts are at the edge and the two measured resistances are equal. The missing condition is that the sheet must have no isolated hole.

## Conventions

The sheet is flat, isotropic and uniform, with sheet resistance $\rho$. Point contacts $A,B,C,D$ follow one another around its outer edge. Define

$$R_A=\frac{V_D-V_C}{I}\ \ (\text{current } A\to B),\qquad R_B=\frac{V_A-V_D}{I}\ \ (\text{current } B\to C),$$

$$S=e^{-\pi R_A/\rho}+e^{-\pi R_B/\rho}.$$

The van der Pauw relation is $S=1$. In use, $\rho$ is unknown and one solves

$$e^{-\pi R_A/\rho_{\rm app}}+e^{-\pi R_B/\rho_{\rm app}}=1$$

for an apparent value $\rho_{\rm app}$. For any positive $R_A,R_B$ the left side rises steadily from 0 to 2 as $\rho_{\rm app}$ grows from 0 to infinity, so there is one solution. The equation therefore returns a number whether or not the relation holds, and gives no warning.

## The counter-example

Divide the square into $N\times N$ cells, put a node at the centre of each, and join neighbouring nodes by resistors. The strip between two neighbouring centres is one cell long and one cell wide, so each resistor equals $\rho$. No resistor crosses the outer edge, which is therefore insulating. Deleting a central block of cells makes the insulating hole. The contacts are the corner cells, with $A,B$ at the top left and top right and $C,D$ at the bottom right and bottom left. Kirchhoff's equations then give:

| $N$ | $S$, whole | $S$, with hole |
|---|---|---|
| 40 | 0.9992 | 0.446 |
| 80 | 0.9998 | 0.449 |
| 160 | 0.99995 | 0.450 |

Refinement takes the whole sheet to 1, while the sheet with the hole settles near 0.45 (the fine-mesh limit is 0.451). The failure is not a lattice error.

By symmetry $R_A=R_B=R$, so $S=2e^{-\pi R/\rho}$ and $R=(\rho/\pi)\ln(2/S)$. The apparent value solves $2e^{-\pi R/\rho_{\rm app}}=1$, hence

$$\frac{\rho_{\rm app}}{\rho}=\frac{\pi R}{\rho\ln 2}=\frac{\ln(2/S)}{\ln 2}=1+\frac{\ln(1/S)}{\ln 2}. \tag{1}$$

With $S=0.4501$ this is $1+0.798/0.693=2.15$.

**The cause is the topology, not the missing area.** Keep the same hole and cut the resistors that cross a line from the hole to the middle of the top edge. No further cell is removed, but the rim of the hole now belongs to the outer edge. Current from $A$ to $B$ must pass below the hole, and the resistances become very unequal: $R_A=1.894\rho$ and $R_B=0.000832\rho$. Yet

$$S=e^{-5.950}+e^{-0.00261}=0.0026+0.9974=1.0000,$$

and $\rho_{\rm app}=1.0003\rho$. These are values at $N=160$; on finer meshes $R_A$ and $R_B$ tend to about $1.892\rho$ and $0.000835\rho$, and $\rho_{\rm app}$ tends to $\rho$. The lopsided sheet obeys the relation; the symmetric one does not.

## The correct statement

1. If the sheet is simply connected (it has no isolated hole), then $S=1$.
2. If it has one isolated insulating hole, $S$ depends on an additional number $a$, with $0<a<1$, that describes the sheet, and $S=1$ is no longer guaranteed.
3. If the sheet and its central hole have fourfold rotational symmetry and the contacts are placed symmetrically, then $S<1$ for every size of hole, and $\rho_{\rm app}>\rho$.
4. For a sufficiently small hole at any interior position, with distinct contacts held fixed, $S<1$.

The sign of $1-S$ for a large hole and arbitrary contacts is not settled by the proof below.

## Proof without a hole

The potential $\phi$ satisfies Laplace's equation, and no current crosses an insulating edge. A conformal map preserves both properties. It also preserves the current through any curve, $\rho^{-1}\int|\partial_n\phi|\,ds$ for one direction of flow, because lengths stretch by the factor by which gradients shrink. Four-contact resistances are therefore unchanged, and a simply connected sheet may be mapped to the unit disc.

Let current $I$ enter at a rim point $P$. Take

$$\phi(z)=-\frac{\rho I}{\pi}\ln|z-P|.$$

At a small distance $s$ from $P$ the current density is $I/(\pi s)$. It crosses a half circle of length $\pi s$, so the total is $I$. Elsewhere on the rim,

$$\frac{\partial}{\partial r}\ln|z-P|=\frac{z\cdot(z-P)}{|z-P|^2}=\frac{1-z\cdot P}{2-2z\cdot P}=\frac12 .$$

This constant cancels when the potential of an equal sink is added, so the rim is insulating between contacts.

Write $AB$ for the chord length $|B-A|$, and so on. For current $A\to B$,

$$V_D-V_C=-\frac{\rho I}{\pi}\left[\ln\frac{AD}{BD}-\ln\frac{AC}{BC}\right]
=\frac{\rho I}{\pi}\ln\frac{AC\cdot BD}{AD\cdot BC}.$$

For current $B\to C$,

$$V_A-V_D=-\frac{\rho I}{\pi}\left[\ln\frac{AB}{AC}-\ln\frac{BD}{CD}\right]
=\frac{\rho I}{\pi}\ln\frac{AC\cdot BD}{AB\cdot CD}.$$

Therefore

$$x\equiv e^{-\pi R_A/\rho}=\frac{AD\cdot BC}{AC\cdot BD},\qquad
y\equiv e^{-\pi R_B/\rho}=\frac{AB\cdot CD}{AC\cdot BD}. \tag{2}$$

It remains to show that $x+y=1$. For any four complex numbers, multiplying out confirms

$$(B-A)(D-C)+(C-B)(D-A)=(C-A)(D-B).$$

Let the contacts lie at angles $\alpha<\beta<\gamma<\delta<\alpha+2\pi$. Then

$$B-A=e^{i\beta}-e^{i\alpha}=2i\,e^{i(\alpha+\beta)/2}\sin\frac{\beta-\alpha}{2},$$

and similarly for the other differences. Each of the three products carries the same factor $-e^{i(\alpha+\beta+\gamma+\delta)/2}$, multiplied by two chord lengths, since all the sines are positive. Dividing by it gives Ptolemy's theorem,

$$AB\cdot CD+BC\cdot AD=AC\cdot BD,$$

which is $x+y=1$. This proves the first statement.

## What one hole changes

A sheet with one hole of non-zero extent cannot be mapped to a disc. It can be mapped conformally to an annulus $a<r<1$, with the outer edge going to $r=1$. The value of $a$ belongs to the sheet. If the hole's rim and the outer edge were both covered by electrodes, the resistance between them would be

$$R_{\rm rim}=\int_a^1\frac{\rho\,dr}{2\pi r}=\frac{\rho}{2\pi}\ln\frac1a, \tag{3}$$

and a conformal map cannot alter it.

Let current $I$ enter the annulus at angle 0 on the outer rim. The radial current density is $-\rho^{-1}\partial_r\phi$, and inflow is negative, so at $r=1$

$$\partial_r\phi=\rho I\,\delta(\theta)=\rho I\left[\frac1{2\pi}+\frac1\pi\sum_{n\ge1}\cos n\theta\right].$$

The constant term cancels against that of the sink. For mode $n$, the function $c_n(r^n+a^{2n}r^{-n})\cos n\theta$ has zero radial derivative at $r=a$, as the insulating hole requires. At $r=1$ the source condition gives $n c_n(1-a^{2n})=\rho I/\pi$. With $q=a^2$, the rim potential is

$$\phi(\theta)=\frac{\rho I}{\pi}\sum_{n\ge1}\frac{\cos n\theta}{n}\,\frac{1+q^n}{1-q^n},\qquad
\frac{1+q^n}{1-q^n}=1+2\sum_{k\ge1}q^{kn}.$$

The real part of $-\ln(1-te^{i\theta})=\sum_n t^ne^{in\theta}/n$ is

$$\sum_{n\ge1}\frac{t^n\cos n\theta}{n}=-\frac12\ln(1-2t\cos\theta+t^2).$$

Using it at $t=1$, where the right side is $-\ln(2\sin\frac\theta2)$ for $0<\theta<2\pi$, and at $t=q^k$, gives

$$\phi(\theta)=-\frac{\rho I}{\pi}\ln G(\theta),\qquad
G(\theta)=2\sin\frac\theta2\prod_{k\ge1}\left(1-2q^k\cos\theta+q^{2k}\right). \tag{4}$$

So equations (2) survive with every chord replaced by its $G$. Ptolemy's theorem concerns chords, and $G$ is a chord times a factor that varies with angle. This is where the proof of $S=1$ stops working.

As a test, a resistor lattice uniform in $\ln r$ and $\theta$ was solved for $a=0.3509$ with contacts at 0, 45, 135 and 255 degrees. It gave $R_A=0.25378\rho$ and $R_B=0.46937\rho$; equation (4) gives $0.25378\rho$ and $0.46939\rho$. Here $S=0.679$.

## The symmetric sheet

Let each contact be a quarter turn from the next, as at the corners of the square. A quarter turn maps the sheet and its hole to themselves. On the annulus it becomes a conformal self-map that keeps the outer rim in place, which is a rotation, and four repetitions restore every point. The contacts therefore lie 90° apart on the annulus. From (4),

$$G(\pi/2)=\sqrt2\prod_k(1+q^{2k}),\qquad G(\pi)=2\prod_k(1+q^k)^2.$$

For $AD$ the arc is $3\pi/2$, where $G$ has the same value as at $\pi/2$. Both exponentials equal $G(\pi/2)^2/G(\pi)^2$, so

$$S=\frac{2\cdot2\prod_k(1+q^{2k})^2}{4\prod_k(1+q^k)^4}
=\prod_{k\ge1}\left[\frac{1+q^{2k}}{(1+q^k)^2}\right]^2. \tag{5}$$

Since $(1+q^k)^2=1+q^{2k}+2q^k$, every factor is below 1. Hence $S<1$, and (1) gives $\rho_{\rm app}>\rho$. This proves the third statement and, by example, the second.

Equation (5) can be compared with the square lattice without fitting: $a$ comes from the separate rim-to-edge calculation (3). At $N=160$ and hole width 0.4, $a=0.4353$ and (5) gives $S=0.4514$, against 0.4501 from the four contacts. The difference was 0.0087 at $N=40$.

**Large hole.** As $a\to1$ the annulus becomes a narrow ring of width $w=\ln(1/a)$ and length $2\pi$ in the coordinates $\ln r,\theta$. Each quarter has resistance $R_q=\rho\pi/(2w)$. Current $A\to B$ divides between one quarter and three quarters in series, so $I/4$ takes the long way and $R_A=R_q/4=\rho\pi/(8w)$. Then

$$S\simeq2\exp\left[-\frac{\pi^2}{8\ln(1/a)}\right],\qquad
\frac{\rho_{\rm app}}{\rho}\simeq\frac{\pi^2}{8\ln2\,\ln(1/a)}.$$

The apparent value grows without limit: the measurement is reporting the resistance of a thin frame. At $a=0.4353$ this estimate already gives $1.780/0.832=2.14$.

## A small hole anywhere

To first order in $a^2$, equation (4) gives $\ln G=\ln(\text{chord})-2a^2\cos\theta$. The cosine of the arc between two rim points is their scalar product, so

$$\delta R_A=-\frac{2\rho a^2}{\pi}\left(A\cdot C+B\cdot D-A\cdot D-B\cdot C\right)=\frac{2\rho a^2}{\pi}\,u,\quad u=(B-A)\cdot(C-D),$$

$$\delta R_B=-\frac{2\rho a^2}{\pi}\left(A\cdot C+B\cdot D-A\cdot B-C\cdot D\right)=\frac{2\rho a^2}{\pi}\,v,\quad v=(C-B)\cdot(D-A).$$

These shifts are taken at fixed angles on the annulus. They are the measured shifts for a round hole. An elongated hole also moves the mapped contacts at order $a^2$, which changes $R_A$ and $R_B$ separately: a thin central slot parallel to $AB$ hardly alters $R_A$ and nearly doubles $\delta R_B$. Moving the contacts does not change $x+y$, so the result for $S$ below holds for any shape. Because $x+y=1$ without the hole,

$$1-S=\frac\pi\rho\left(x\,\delta R_A+y\,\delta R_B\right)=2a^2(xu+yv).$$

Introduce the half-arcs $\kappa=(\beta-\alpha)/2$, $\lambda=(\gamma-\beta)/2$, $\mu=(\delta-\gamma)/2$. The expressions for the differences used above give

$$u=-AB\cdot CD\,\cos(\kappa+2\lambda+\mu),\qquad v=BC\cdot AD\,\cos(\mu-\kappa).$$

Inserting $x$ and $y$ from (2),

$$xu+yv=\frac{AB\cdot BC\cdot CD\cdot DA}{AC\cdot BD}\left[\cos(\mu-\kappa)-\cos(\kappa+2\lambda+\mu)\right].$$

The bracket equals $2\sin(\lambda+\mu)\sin(\kappa+\lambda)$. As $AC=2\sin(\kappa+\lambda)$ and $BD=2\sin(\lambda+\mu)$, it is $AC\cdot BD/2$. Hence

$$\boxed{\,1-S=a^2\;AB\cdot BC\cdot CD\cdot DA\,}\qquad(\text{leading order in }a^2). \tag{6}$$

The chords are those on the annulus's outer rim, after mapping. As the hole shrinks to a point, the map tends to the disc map that takes this point to the centre, so the chords tend to fixed, non-zero lengths. The leading term then decides the sign of $1-S$, and it is positive, which proves the fourth statement. An individual resistance may still fall, since $u$ can be negative: among 200 random contact sets at $a=0.01$, the hole lowered $R_A$ in 26. In the same sets, $(1-S)/a^2$ from (4) agreed with (6) to within $7\times10^{-4}$.

For symmetric contacts each side is $\sqrt2$, and $S\simeq1-4a^2$. The central square hole at $N=160$ shows where this ceases to serve:

| Hole area | $a$ | $S$, lattice | $1-4a^2$ | $\rho_{\rm app}/\rho$ |
|---|---|---|---|---|
| 1 % | 0.109 | 0.953 | 0.953 | 1.07 |
| 4 % | 0.218 | 0.825 | 0.809 | 1.28 |
| 16 % | 0.435 | 0.450 | 0.242 | 2.15 |

In the first row the agreement to three figures is partly luck: for the same $a$, equation (5) gives 0.954. The last digits carry mesh error of up to 0.001: the fine-mesh limits are $a=0.1094$, $0.2188$, $0.4356$ and $S=0.953$, $0.825$, $0.451$. A central hole with 1 % of the area causes a 7 % error.

## Detecting the hole electrically

A second contact set can expose the fault. If the four contacts lie close together, with arcs of order $s$, the extra factor in $G$ is a smooth even function of each arc. Its constant part cancels in $R_A$ and $R_B$, leaving shifts of order $s^2$, so $S\to1$ for any fixed $a<1$.

With four contacts on the bottom edge, spaced by 0.1 of the side, the lattice with the 0.4-wide hole gives $\rho_{\rm app}=1.008\rho$; without the hole it gives $0.999\rho$, where the exact value is $\rho$. The mesh error is thus about 0.001, and the holed value tends to $1.009\rho$. The corner set gives $2.15\rho$. Such a disagreement shows that some assumption has failed, though not which one. Agreement between two sets that are both insensitive to the hole would prove little. The test also needs contacts much smaller than their spacing: on a sheet without a hole, square pads half as wide as this spacing lower $\rho_{\rm app}$ by roughly 40 %, and pads a quarter as wide by 10 to 15 %.

## A transparent conducting film

Take a film with resistivity $2\times10^{-4}\ \Omega\,$cm and thickness 100 nm, rough values typical of good indium tin oxide on glass. Then

$$\rho=\frac{2\times10^{-4}\ \Omega\,\text{cm}}{10^{-5}\ \text{cm}}=20\ \Omega\text{ per square}.$$

For a 10 mm square and 1 mA, the corner contacts read 4.41 mV on the whole film and 9.49 mV with a 4 mm central hole. The second reading gives

$$\rho_{\rm app}=\frac{\pi\times9.49\ \Omega}{\ln2}=43.0\ \Omega\text{ per square},$$

an error of 115 % of the true value. The apparent resistivity is $4.3\times10^{-4}\ \Omega\,$cm, which could be mistaken for that of a poorer film.

A 4 mm void is far larger than an ordinary pinhole. For a single small central hole the excess is $4a^2/\ln2$, by (1) and (6), and $a$ is proportional to the hole's width. Scaling from $a=0.109$ at 1 mm, a 0.1 mm hole gives about 0.07 %. This estimate does not cover a film with many holes.

Real devices also break the other assumptions. In this example, square corner contacts 0.5 mm wide lower $\rho_{\rm app}$ by less than 0.03 %. On the film without a hole, a linear $\pm5$ % conductance gradient from one side to the other changes it by less than 0.001 %, because the first-order effect cancels by symmetry. A $\pm5$ % variation from centre to corners does not cancel and lowers it by about 1.7 % relative to the mean conductance. The thickness is $10^{-5}$ of the side. Joule heating, estimated high by sending all 69 µW through 1 mm of glass beneath one contact, with a conductivity of 1 W/(m K) and the back of the glass held at ambient temperature, is 0.27 K, or 0.03 % at an assumed coefficient of $10^{-3}$ per kelvin. Incomplete removal of the film matters about as much as the centre-to-corner variation: a residue in the hole with 1 % of the film's conductance lowers $\rho_{\rm app}$ by between 1.5 and 1.6 %. None of these approaches the error caused by the 4 mm hole.

## Table of computed values

```
cylinder test: a = 0.3509, contacts at 0, 45, 135, 255 deg
  R_A/rho lattice 0.25378, annulus 0.25378
  R_B/rho lattice 0.46937, annulus 0.46939
  S lattice 0.67944, annulus 0.67942
small hole a = 0.01, 200 random contact sets:
  largest error of (1-S)/a^2 law: 6.9e-04
  largest error of dR_A/(rho a^2) law: 2.8e-04
  sets in which the hole lowers R_A: 26
square lattice, corner contacts, hole side 0.4 of sheet side:
  N=40: S whole 0.99922, holed 0.4463, annulus 0.4550
  N=80: S whole 0.99980, holed 0.4490, annulus 0.4524
  N=160: S whole 0.99995, holed 0.4501, annulus 0.4514
hole size at N=160 (area %, a, S lattice, S annulus, 1-4a^2, rho_app/rho):
  1  0.1088  0.9527  0.9538  0.9527  1.0700
  4  0.2183  0.8245  0.8260  0.8094  1.2784
  16  0.4353  0.4501  0.4514  0.2422  2.1517
hole joined to edge by a cut:
  R_A/rho 1.8940, R_B/rho 0.000832
  S 1.00000, rho_app/rho 1.0003
four contacts on one edge, spacing 0.1 of side:
  rho_app/rho whole 0.9990, holed 1.0081
film: 2.0e-04 ohm cm, 100 nm, rho = 20.00 ohm per square
  side 10 mm, hole 4.0 mm, current 1.0 mA
  R_A whole 4.413 ohm, holed 9.495 ohm
  R_B whole 4.413 ohm, holed 9.495 ohm
  voltage whole 4.413 mV, holed 9.495 mV
  apparent rho 43.03 ohm per square, error 115.2 %
  apparent resistivity 4.30e-04 ohm cm
neglected effects, change of apparent rho:
  0.5 mm contacts: whole -0.016 %, holed -0.020 %
  +-5 % conductance gradient, whole: -0.0008 %
  1 % conductance left in hole: -1.557 %
  thickness/side: 1.0e-05
  power 68.6 uW; glass 1.0 mm, 1.0 W/(m K)
  heating, high estimate: 0.274 K
  at 1e-03 per K: 0.0274 %
```
